# The antiferromagnetic gap of the half-filled square-lattice Hubbard model: a numerical check

```python
"""
Half-filled square-lattice Hubbard model, collinear Hartree-Fock, T = 0.
Result under test: Delta = 32 t exp(-2 pi sqrt(t/U)) for U/t -> 0.
t: hopping (energy unit, t = 1); U: on-site repulsion; Delta = U m / 2;
m: staggered moment <n_up - n_down>; the band gap is 2 Delta.
delta = Delta/(4t); x = band energy/(4t); Kc(x) = K(modulus sqrt(1-x^2)).
Gap equation: 1/U = F(Delta) = zone average of 1/(2 sqrt(eps^2+Delta^2)).
J(delta) = integral_0^1 Kc(x)/sqrt(x^2+delta^2) dx = 2 pi^2 t F.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import ellipk, ellipkinc, ellipkm1, gamma

pi = np.pi
mp.mp.dps = 30


def J(delta):
    # x = delta*sinh(z) removes the narrow peak of the integrand
    return quad(lambda z: ellipkm1((delta * np.sinh(z))**2),
                0, np.arcsinh(1 / delta), limit=300,
                epsabs=1e-11, epsrel=1e-11)[0]


def solve_gap(U):
    root = brentq(lambda y: J(np.exp(y)) - 2 * pi**2 / U, -18, 3, xtol=1e-12)
    return 4 * np.exp(root)


def weak_coupling_gap(U):
    return 32 * np.exp(-2 * pi / np.sqrt(U))


# --- Real-space Hartree-Fock with free site densities ---
side, U_lat = 10, 4.0
sites = side * side
hop = np.zeros((sites, sites))
stagger = np.zeros(sites)
for ix in range(side):
    for iy in range(side):
        i = ix * side + iy
        stagger[i] = (-1)**(ix + iy)
        for j in (((ix + 1) % side) * side + iy, ix * side + (iy + 1) % side):
            hop[i, j] = hop[j, i] = -1.0
rng = np.random.default_rng(1)
n_up = 0.5 + 0.3 * stagger + 0.02 * rng.standard_normal(sites)
n_dn = 0.5 - 0.3 * stagger + 0.02 * rng.standard_normal(sites)
for iteration in range(500):
    e_up, v_up = np.linalg.eigh(hop + U_lat * np.diag(n_dn))
    e_dn, v_dn = np.linalg.eigh(hop + U_lat * np.diag(n_up))
    occ_up, occ_dn = v_up[:, :sites // 2], v_dn[:, :sites // 2]
    new_up, new_dn = (occ_up**2).sum(1), (occ_dn**2).sum(1)
    change = max(abs(new_up - n_up).max(), abs(new_dn - n_dn).max())
    n_up, n_dn = 0.5 * (n_up + new_up), 0.5 * (n_dn + new_dn)
    if change < 1e-10:
        break
assert change < 1e-10
m_lat = np.mean(stagger * (n_up - n_dn))
gap_lat = e_up[sites // 2] - e_up[sites // 2 - 1]
energy_lat = (np.sum(occ_up * (hop @ occ_up)) + np.sum(occ_dn * (hop @ occ_dn))
              + U_lat * np.sum(new_up * new_dn)) / sites
k_lat = 2 * pi * np.arange(side) / side
eps_lat = -2 * (np.cos(k_lat)[:, None] + np.cos(k_lat)[None, :])
D_lat = brentq(lambda D: np.mean(0.5 / np.sqrt(eps_lat**2 + D**2)) - 1 / U_lat,
               1e-3, 10)
energy_formula = (U_lat / 4 + D_lat**2 / U_lat
                  - np.mean(np.sqrt(eps_lat**2 + D_lat**2)))
assert abs(m_lat - 2 * D_lat / U_lat) < 1e-7
assert abs(gap_lat - 2 * D_lat) < 1e-7
assert abs(energy_lat - energy_formula) < 1e-7

# --- Density of states, moments and gap integral against zone sums ---
n_grid = 2000
k = (np.arange(n_grid) + 0.5) * pi / n_grid
cosk = np.cos(k)
eps = -2 * (cosk[:, None] + cosk[None, :])
x_cut = 0.3
fraction_sum = np.mean(np.abs(eps) < 4 * x_cut)
fraction_dos = 4 / pi**2 * quad(lambda x: ellipkm1(x * x), 0, x_cut)[0]
assert abs(fraction_sum - fraction_dos) < 1e-3
s = 2.5
moment_sum = np.mean(np.abs(eps / 4)**(s - 1))
moment_gamma = (gamma(s / 2) / gamma((s + 1) / 2))**2 / pi
moment_dos = 4 / pi**2 * quad(lambda x: x**(s - 1) * ellipkm1(x * x), 0, 1)[0]
assert abs(moment_sum - moment_gamma) < 1e-5
assert abs(moment_dos - moment_gamma) < 1e-7
D_test = 0.05
F_sum = np.mean(0.5 / np.sqrt(eps**2 + D_test**2))
F_dos = J(D_test / 4) / (2 * pi**2)
assert abs(F_sum - F_dos) < 1e-7


# --- Asymptotic pieces at high precision ---
def Kc_mp(x):
    return mp.pi / (2 * mp.agm(1, x))


x_small = mp.mpf('0.01')
log_small = mp.log(4 / x_small)
assert abs(Kc_mp(x_small) - log_small
           - x_small**2 / 4 * (log_small - 1)) < 1e-7
constant_quad = quad(lambda x: (ellipkm1(x * x) - np.log(4 / x)) / x, 0, 1)[0]
constant_exact = 2 * np.log(2)**2 - pi**2 / 12
assert abs(constant_quad - constant_exact) < 1e-7


def peak_integral(function, delta):
    top = mp.asinh(1 / delta)
    return mp.quad(lambda z: function(delta * mp.sinh(z)),
                   mp.linspace(0, top, 8))


d_log = mp.mpf('0.001')
L = mp.log(2 / d_log)
log_part = peak_integral(lambda x: mp.log(4 / x), d_log)
assert abs(log_part - (L**2 / 2 + L * mp.log(4) + mp.pi**2 / 12)) < 1e-5
scaled_errors = []
for power in (3, 4, 5):
    d = mp.mpf(10)**(-power)
    error = peak_integral(Kc_mp, d) - mp.log(8 / d)**2 / 2
    assert abs(error) < 10 * d**2 * mp.log(8 / d)**2
    scaled_errors.append(error / d**2)
# The second difference isolates the squared logarithm of the correction
correction = float((scaled_errors[0] - 2 * scaled_errors[1] + scaled_errors[2])
                   / (2 * mp.log(10)**2))
assert abs(correction + 1 / 16) < 1e-3

# --- Solutions of the gap equation and the exponent ---
U_values = [0.5, 1.0, 2.0, 3.0, 4.0, 8.0]
gaps = [solve_gap(U) for U in U_values]
for U, D in zip(U_values[:3], gaps[:3]):
    assert abs(D / weak_coupling_gap(U) - 1) < 0.01
U_a, U_b = 0.3, 0.5
exponent = ((np.log(solve_gap(U_a)) - np.log(solve_gap(U_b)))
            / (1 / np.sqrt(U_a) - 1 / np.sqrt(U_b)))
assert abs(exponent + 2 * pi) < 1e-4

# --- Energy gain over the paramagnet at U = t ---
U_gain, D_gain = 1.0, gaps[1]
d_gain = D_gain / 4
band_gain = 16 / pi**2 * quad(
    lambda x: ellipkm1(x * x) * d_gain**2 / (np.hypot(x, d_gain) + x),
    0, 1, points=[d_gain, 10 * d_gain], limit=300)[0]
gain = band_gain - D_gain**2 / U_gain
gain_formula = D_gain**2 / (4 * pi**2) * (np.log(32 / D_gain) + 0.5)
assert gain > 0 and abs(gain / gain_formula - 1) < 5e-3

# --- Control 1: nesting, but no van Hove point at the Fermi level ---
tx, ty = 0.5, 1.0
eps_aniso = -2 * (tx * cosk[:, None] + ty * cosk[None, :])
F_aniso = [np.mean(0.5 / np.sqrt(eps_aniso**2 + D**2)) for D in (0.02, 0.01)]
slope_aniso = (F_aniso[1] - F_aniso[0]) / np.log(2)
rho_zero = ellipk((tx / ty)**2) / (pi**2 * ty)
assert abs(slope_aniso / rho_zero - 1) < 2e-3


# --- Control 2: van Hove point at the Fermi level, but no nesting ---
def saddle_sum(delta, ratio):
    """F at mu = -4t'; ratio = t'/t. Distances u, v are from the saddle.
    Only momenta with exactly one occupied band contribute."""
    y = np.linspace(0, np.log(1 / delta) + 25, 40001)
    u = pi / 2 * np.exp(-y)
    s2 = np.sin(u)**2
    parameter = -s2 / delta**2
    if ratio == 0:
        inner = ellipk(parameter)
    else:
        r2 = ratio**2
        root = np.sqrt(s2**2 * (1 - 4 * r2) + 4 * r2 * delta**2)
        upper = ((1 - 2 * r2) * s2 + root) / (2 * r2)
        lower = (r2 * s2**2 - delta**2) / (r2 * upper)
        v_hi = np.arcsin(np.sqrt(np.clip(upper, 0, 1)))
        v_lo = np.arcsin(np.sqrt(np.clip(lower, 0, 1)))
        inner = ellipkinc(v_hi, parameter) - ellipkinc(v_lo, parameter)
    return simpson(inner * u, x=y) / (2 * pi**2 * delta)


ratio = 0.2
assert abs(saddle_sum(1e-3, 0) - J(1e-3) / (2 * pi**2)) < 1e-5
# Direct diagonalization of the 2x2 problem checks the restricted sum
kc = np.cos((np.arange(400) + 0.5) * pi / 400)
nested_part = -2 * (kc[:, None] + kc[None, :])
shift = 4 * ratio * kc[:, None] * kc[None, :] + 4 * ratio
D_check = 0.4
h = np.empty((400, 400, 2, 2))
h[..., 0, 0] = shift + nested_part
h[..., 1, 1] = shift - nested_part
h[..., 0, 1] = h[..., 1, 0] = -D_check
levels, vectors = np.linalg.eigh(h)
coherence = np.sum((levels < 0) * vectors[..., 0, :] * vectors[..., 1, :], -1)
F_diag = np.mean(coherence) / D_check
assert abs(F_diag - saddle_sum(D_check / 4, ratio)) < 2e-3


def log_slope(delta, r):
    return (saddle_sum(delta / 10, r) - saddle_sum(delta, r)) / np.log(10)


slopes_saddle = [log_slope(d, ratio) for d in (1e-3, 1e-5)]
slopes_both = [log_slope(d, 0) for d in (1e-3, 1e-5)]
slope_saddle_formula = np.arccosh(1 / (2 * ratio)) / (2 * pi**2)
assert abs(slopes_saddle[0] / slope_saddle_formula - 1) < 2e-2
assert abs(slopes_saddle[1] / slope_saddle_formula - 1) < 3e-3
for d, slope in zip((1e-3, 1e-5), slopes_both):
    midpoint_log = np.log(8 / d) + 0.5 * np.log(10)
    assert abs(slope / (midpoint_log / (2 * pi**2)) - 1) < 2e-3

# --- Output ---
print("Energies in units of t; F and its slopes in 1/t")
print(f"Real-space HF, {side}x{side} sites, U = {U_lat:.1f} t:")
print(f"  staggered moment m = {m_lat:.6f}")
print(f"  band gap = {gap_lat:.6f} t; 2 Delta, k sum = {2*D_lat:.6f} t")
print(f"  energy per site: HF {energy_lat:.6f} t, "
      f"formula {energy_formula:.6f} t")
print(f"States with |eps| < {4*x_cut:.1f} t: sum {fraction_sum:.5f}, "
      f"DOS {fraction_dos:.5f}")
print(f"F at Delta = {D_test} t: k sum {F_sum:.8f}, DOS {F_dos:.8f} 1/t")
print(f"Constant from regular part: quadrature {constant_quad:.8f}, "
      f"exact {constant_exact:.8f}")
print(f"Coefficient of delta^2 ln^2(8/delta) in J: {correction:.5f}")
print("Infinite lattice: U/t, Delta/t, formula/t, Delta/formula, m")
for U, D in zip(U_values, gaps):
    w = weak_coupling_gap(U)
    print(f"  {U:.1f}  {D:.6f}  {w:.6f}  {D/w:.5f}  {2*D/U:.5f}")
print(f"Full band gap at U = 2 t: {2*gaps[2]:.6f} t")
print(f"Slope of ln Delta against sqrt(t/U), U = {U_a} to {U_b} t: "
      f"{exponent:.6f}")
print(f"-2 pi = {-2*pi:.6f}")
print(f"Energy gain per site at U = t: {gain:.6e} t")
print(f"  weak-coupling formula: {gain_formula:.6e} t")
print("Slopes dF/dln(1/Delta), in 1/t:")
print(f"  nesting only, tx = {tx} t, ty = {ty} t: {slope_aniso:.6f}")
print(f"    density of states at Fermi level: {rho_zero:.6f}")
print(f"  van Hove only, t' = {ratio} t:")
print(f"    Delta/4t from 1e-3 to 1e-4: {slopes_saddle[0]:.6f}")
print(f"    Delta/4t from 1e-5 to 1e-6: {slopes_saddle[1]:.6f}")
print(f"    limiting formula: {slope_saddle_formula:.6f}")
print("  nesting and van Hove together:")
print(f"    Delta/4t from 1e-3 to 1e-4: {slopes_both[0]:.6f}")
print(f"    Delta/4t from 1e-5 to 1e-6: {slopes_both[1]:.6f}")
print("all tests passed")
```

Output:

```
Energies in units of t; F and its slopes in 1/t
Real-space HF, 10x10 sites, U = 4.0 t:
  staggered moment m = 0.690833
  band gap = 2.763331 t; 2 Delta, k sum = 2.763331 t
  energy per site: HF -0.797009 t, formula -0.797009 t
States with |eps| < 1.2 t: sum 0.43832, DOS 0.43833
F at Delta = 0.05 t: k sum 1.05754325, DOS 1.05754325 1/t
Constant from regular part: quadrature 0.13843899, exact 0.13843899
Coefficient of delta^2 ln^2(8/delta) in J: -0.06250
Infinite lattice: U/t, Delta/t, formula/t, Delta/formula, m
  0.5  0.004427  0.004427  1.00000  0.01771
  1.0  0.059755  0.059758  0.99995  0.11951
  2.0  0.376084  0.376383  0.99920  0.37608
  3.0  0.849065  0.850558  0.99825  0.56604
  4.0  1.381308  1.382845  0.99889  0.69065
  8.0  3.570998  3.470485  1.02896  0.89275
Full band gap at U = 2 t: 0.752168 t
Slope of ln Delta against sqrt(t/U), U = 0.3 to 0.5 t: -6.283184
-2 pi = -6.283185
Energy gain per site at U = t: 6.135470e-04 t
  weak-coupling formula: 6.135241e-04 t
Slopes dF/dln(1/Delta), in 1/t:
  nesting only, tx = 0.5 t, ty = 1.0 t: 0.170838
    density of states at Fermi level: 0.170802
  van Hove only, t' = 0.2 t:
    Delta/4t from 1e-3 to 1e-4: 0.079368
    Delta/4t from 1e-5 to 1e-6: 0.079375
    limiting formula: 0.079375
  nesting and van Hove together:
    Delta/4t from 1e-3 to 1e-4: 0.513622
    Delta/4t from 1e-5 to 1e-6: 0.746923
all tests passed
```
